# Why smooth invariant machine-learned potentials miss the Jahn-Teller cusp: a numerical check

```python
"""
Result under test: a differentiable potential that is invariant under rotations
and exchange of like atoms has zero slope along e distortions at an octahedral
(or threefold tris-chelate) geometry. The lower linear E-e Jahn-Teller sheet
    E(rho) = K rho^2/2 - F rho
has slope -F there. A model whose radial curvature is never below -L therefore
has a maximum energy error of at least F^2 / (4 (K + L)).
Symbols: Q_theta, Q_eps normalized e stretches; rho, phi their polar form;
F linear coupling (eV/nm); K stiffness (eV/nm^2); L curvature limit (eV/nm^2).
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import linprog, least_squares, minimize_scalar
from scipy.integrate import quad

rng = np.random.default_rng(7)
F, K, T = 20.0, 1000.0, 450.0
r0 = 0.20
eV = const.e

# Stretch of each of the three trans axes for unit Q_theta and unit Q_eps.
axis_theta = np.array([-1.0, -1.0, 2.0]) / np.sqrt(12)
axis_eps = np.array([1.0, -1.0, 0.0]) / 2
axis_sym = np.ones(3) / np.sqrt(6)

# ---------- a random, smooth, invariant atom-centred neural potential ----------
n_hidden, centres_r = 8, np.array([0.15, 0.22, 0.29, 0.36])
n_in = len(centres_r) + 2
W1 = rng.normal(size=(3, n_hidden, n_in)) * 0.4
b1 = rng.normal(size=(3, n_hidden)) * 0.3
W2 = rng.normal(size=(3, n_hidden))
species_weight = np.array([1.3, 0.8, 0.5])


def neural_energy(pos, species):
    cutoff, total = 0.7, 0.0
    for i in range(len(pos)):
        others = np.arange(len(pos)) != i
        d = pos[others] - pos[i]
        r = np.linalg.norm(d, axis=1)
        fc = np.where(r < cutoff, 0.5 * (1 + np.cos(np.pi * r / cutoff)), 0.0)
        wt = species_weight[species[others]] * fc
        radial = [np.sum(wt * np.exp(-200 * (r - c) ** 2)) for c in centres_r]
        u = d / r[:, None]
        cosines = u @ u.T
        g = wt * np.exp(-10 * r ** 2)
        angular = [0.2 * g @ (1 + cosines) ** 2 @ g,
                   0.2 * g @ (1 - cosines) ** 3 @ g]
        x = np.array(radial + angular)
        s = species[i]
        total += W2[s] @ np.tanh(W1[s] @ x + b1[s])
    return total


def complex_geometry(axis_stretch, half_twist_deg, backbone):
    """Metal, six donors in two triangles, optionally three backbone atoms."""
    pos, species = [np.zeros(3)], [0]
    cz, sz = 1 / np.sqrt(3), np.sqrt(2 / 3)
    for k in range(3):
        for side, axis in ((1, k), (-1, (k + 1) % 3)):
            a = np.radians(side * half_twist_deg + 120 * k)
            direction = np.array([sz * np.cos(a), sz * np.sin(a), side * cz])
            pos.append((r0 + axis_stretch[axis]) * direction)
            species.append(1)
    if backbone:
        for k in range(3):
            a = np.radians(120 * k)
            pos.append(0.29 * np.array([np.cos(a), np.sin(a), 0.0]))
            species.append(2)
    return np.array(pos), np.array(species)


def neural_slope(pattern, twist, backbone, start=np.zeros(3), h=1e-5):
    up = neural_energy(*complex_geometry(start + h * pattern, twist, backbone))
    dn = neural_energy(*complex_geometry(start - h * pattern, twist, backbone))
    return (up - dn) / (2 * h)


pos, species = complex_geometry(np.array([0.01, -0.02, 0.005]), 25, True)
rotation, _ = np.linalg.qr(rng.normal(size=(3, 3)))
shuffle = rng.permutation(len(pos))
moved = neural_energy((pos @ rotation.T)[shuffle], species[shuffle])
assert abs(moved - neural_energy(pos, species)) < 1e-10

slopes = {}
for name, twist, backbone in (("octahedron", 30, False), ("tris-chelate", 25, True)):
    s_sym = neural_slope(axis_sym, twist, backbone)
    s_th = neural_slope(axis_theta, twist, backbone)
    s_ep = neural_slope(axis_eps, twist, backbone)
    s_pre = neural_slope(axis_theta, twist, backbone, start=0.01 * axis_theta)
    assert abs(s_sym) > 1e-2
    assert max(abs(s_th), abs(s_ep)) < 1e-4 * abs(s_sym)
    assert abs(s_pre) > 1e-3 * abs(s_sym)
    slopes[name] = (s_sym, max(abs(s_th), abs(s_ep)), s_pre)

# Cyclic exchange of the axes, projected on the e plane, is a 120-degree turn.
basis = np.sqrt(2) * np.array([axis_theta, axis_eps])
turn = basis @ np.roll(np.eye(3), 1, axis=0) @ basis.T
det_one_minus_turn = np.linalg.det(np.eye(2) - turn)
assert abs(np.trace(turn) + 1) < 1e-12 and abs(np.linalg.det(turn) - 1) < 1e-12
assert abs(det_one_minus_turn - 3) < 1e-12

# An invariant but non-differentiable function can have a nonzero slope.
def absolute_stretch(q):
    p, _ = complex_geometry(q * axis_theta, 30, False)
    return np.sum(np.abs(np.linalg.norm(p[1:], axis=1) - r0))


kink_right = (absolute_stretch(1e-5) - absolute_stretch(0)) / 1e-5
kink_left = (absolute_stretch(0) - absolute_stretch(-1e-5)) / 1e-5
assert kink_right > 1 and kink_left < -1

# ---------- microscopic origin: ligand repulsion on the two e orbitals ----------
e_sigma, power = 0.9, 5


def orbital_levels(q_theta, q_eps):
    stretch = q_theta * axis_theta + q_eps * axis_eps
    h = np.zeros((2, 2))
    for a in range(3):
        x, y, z = np.eye(3)[a]
        f = np.array([(3 * z * z - 1) / 2, np.sqrt(3) / 2 * (x * x - y * y)])
        h += 2 * e_sigma * (r0 / (r0 + stretch[a])) ** power * np.outer(f, f)
    return np.linalg.eigvalsh(h)


F_ligand = np.sqrt(3) / 2 * power * e_sigma / r0
level0 = orbital_levels(0, 0)[0]
for phi in (0.0, 0.4, 1.3, 2.9, 4.4):
    h = 1e-6
    lo, hi = orbital_levels(h * np.cos(phi), h * np.sin(phi))
    assert abs((lo - level0) / h + F_ligand) < 1e-2
    assert abs((hi - level0) / h - F_ligand) < 1e-2

# ---------- example surface, from explicit diagonalization ----------
def sheets(q_theta, q_eps, G=0.0):
    a = F * q_theta + G * (q_theta ** 2 - q_eps ** 2)
    b = F * q_eps - 2 * G * q_theta * q_eps
    elastic = 0.5 * K * (q_theta ** 2 + q_eps ** 2)
    return elastic + np.linalg.eigvalsh(np.array([[a, b], [b, -a]]))


rho_trough, E_JT = F / K, F ** 2 / (2 * K)
found = minimize_scalar(lambda r: sheets(r * np.cos(0.7), r * np.sin(0.7))[0],
                        bounds=(0, 0.05), method="bounded", options={"xatol": 1e-9})
assert abs(found.x - rho_trough) < 1e-6 and abs(found.fun + E_JT) < 1e-9
low, high = sheets(rho_trough, 0)
gap = high - low
assert abs(gap - 4 * E_JT) < 1e-10

# ---------- least possible error of a smooth model, by linear programming ----------
def least_error(L, step=5e-4, n=60):
    """Minimize the largest error over radial models with curvature >= -L."""
    rho = step * np.arange(n + 1)
    target = 1000 * np.array([sheets(r, 0)[0] for r in rho])
    rows, rhs = [], []
    for k in range(n + 1):
        row = np.zeros(n + 2); row[k] = 1; row[-1] = -1
        rows.append(row); rhs.append(target[k])
        row = np.zeros(n + 2); row[k] = -1; row[-1] = -1
        rows.append(row); rhs.append(-target[k])
    row = np.zeros(n + 2); row[0], row[1] = 1, -1
    rows.append(row); rhs.append(1000 * L * step ** 2 / 2)
    for k in range(1, n):
        row = np.zeros(n + 2); row[k - 1], row[k], row[k + 1] = -1, 2, -1
        rows.append(row); rhs.append(1000 * L * step ** 2)
    cost = np.zeros(n + 2); cost[-1] = 1
    res = linprog(cost, A_ub=np.array(rows), b_ub=rhs,
                  bounds=[(None, None)] * (n + 2), method="highs")
    assert res.status == 0
    return res.fun


lp_results = []
for L in (1000.0, 3000.0):
    bound = 1000 * F ** 2 / (4 * (K + L))
    optimum = least_error(L)
    assert abs(optimum - bound) < 0.02
    lp_results.append((L, F / (K + L), optimum, bound))

# ---------- symmetrized Gaussian-kernel fits of the lower sheet ----------
images = []
for k in range(3):
    c, s = np.cos(2 * np.pi * k / 3), np.sin(2 * np.pi * k / 3)
    R = np.array([[c, -s], [s, c]])
    images += [R, R @ np.diag([1.0, -1.0])]


def kernel(points, centres, length):
    total = 0
    for R in images:
        diff = points[:, None, :] - (centres @ R.T)[None, :, :]
        total = total + np.exp(-np.sum(diff ** 2, axis=2) / (2 * length ** 2))
    return total


train = np.array([[r * np.cos(p), r * np.sin(p)] for r in np.linspace(0, 0.03, 61)
                  for p in np.linspace(0, np.pi / 3, 7)])
train_E = np.array([sheets(*q)[0] for q in train])
ray = np.arange(0, 0.02 + 5e-5, 1e-4)
ray_points = np.column_stack([ray, 0 * ray])
ray_E = np.array([sheets(r, 0)[0] for r in ray])
fits = []
for length in (0.010, 0.005, 0.0025):
    centres = []
    for r in np.linspace(0, 0.03, int(round(0.03 / (0.8 * length))) + 1):
        count = int(r * np.pi / 3 / (0.8 * length)) + 1
        for p in (np.arange(count) + 0.5) * np.pi / 3 / count:
            centres.append([r * np.cos(p), r * np.sin(p)])
    centres = np.array(centres)
    coef = np.linalg.lstsq(kernel(train, centres, length), train_E, rcond=1e-8)[0]
    model = kernel(ray_points, centres, length) @ coef
    h = 1e-5
    pair = kernel(np.array([[h, 0], [-h, 0]]), centres, length) @ coef
    slope0 = (pair[0] - pair[1]) / (2 * h)
    assert abs(slope0) < 0.01
    L_fit = -np.min(np.diff(model, 2)) / 1e-8
    assert K + L_fit > 0
    err = np.max(np.abs(model - ray_E))
    bound = F ** 2 / (4 * (K + L_fit))
    assert err >= 0.99 * bound
    force_err = np.max(np.abs(np.diff(model - ray_E))) / 1e-4
    assert force_err > 0.9 * F
    fits.append((length, L_fit, 1000 * err, 1000 * bound, force_err))
assert fits[-1][2] < fits[0][2] and fits[-1][1] > fits[0][1]

# ---------- one smooth sheet against the lower root of a smooth matrix ----------
# The training surface comes from ligand-field diagonalization with a power law.
polar = [(r, p) for r in np.linspace(0, 0.03, 31) for p in np.linspace(0, np.pi / 3, 7)]
z = np.array([r * np.exp(1j * p) for r, p in polar]) / 0.02
surface = np.array([0.5 * K * r * r + orbital_levels(r * np.cos(p), r * np.sin(p))[0]
                    - level0 for r, p in polar])
m2, m3 = np.abs(z) ** 2, (z ** 3).real
design = np.column_stack([m2 ** 0, m2, m3, m2 ** 2, m2 * m3, m2 ** 3, m3 ** 2])
one_sheet = design @ np.linalg.lstsq(design, surface, rcond=None)[0]


def two_sheet(p):
    coupling = p[4] * z + p[5] * np.conj(z) ** 2 + p[6] * m2 * z
    return p[0] + p[1] * m2 + p[2] * m3 + p[3] * m2 ** 2 - np.abs(coupling)


sol = least_squares(lambda p: two_sheet(p) - surface,
                    [0, 0.1, 0, 0, 0.3, 0, 0], xtol=1e-12, ftol=1e-12, gtol=1e-12)
err_one = 1000 * np.max(np.abs(one_sheet - surface))
err_two = 1000 * np.max(np.abs(two_sheet(sol.x) - surface))
F_learned = abs(sol.x[4]) / 0.02
assert err_two < err_one / 5
assert abs(F_learned / F_ligand - 1) < 0.03

# ---------- effects left out of the linear static model ----------
G = 30.0
radial_min = [minimize_scalar(lambda r: sheets(sgn * r, 0, G)[0], bounds=(0, 0.05),
                              method="bounded", options={"xatol": 1e-9}).fun
              for sgn in (1, -1)]
barrier = radial_min[1] - radial_min[0]
assert abs(barrier - F ** 2 / 2 * (1 / (K - 2 * G) - 1 / (K + 2 * G))) < 1e-8
for phi in (0.0, 1.0, 2.5):
    r = 1e-7
    assert abs(sheets(r * np.cos(phi), r * np.sin(phi), G)[0] / r + F) < 1e-3

morse_a = 20.0
def anharmonic_shift(q):
    d = np.repeat(q * axis_theta, 2)
    depth = K / (2 * morse_a ** 2)
    return np.sum(depth * (1 - np.exp(-morse_a * d)) ** 2 - 0.5 * K * d ** 2)


shift_long, shift_short = anharmonic_shift(rho_trough), anharmonic_shift(-rho_trough)

zeta, splitting = 0.04, 2.0
spin_orbit = zeta ** 2 / splitting
radius_so = spin_orbit / F

mass_u = 16.0
hw = const.hbar * np.sqrt(K * eV / 1e-18 / (mass_u * const.atomic_mass)) / eV
zpf = np.sqrt(hw / (2 * K))
nb = 26
ladder = np.diag(np.sqrt(np.arange(1, nb)), 1)
x_op, n_op, one = ladder + ladder.T, np.diag(np.arange(nb)), np.eye(nb)
sz_, sx_ = np.diag([1.0, -1.0]), np.array([[0.0, 1.0], [1.0, 0.0]])
H = np.kron(hw * (np.kron(n_op, one) + np.kron(one, n_op) + np.eye(nb * nb)), np.eye(2))
H += F * zpf * (np.kron(np.kron(x_op, one), sz_) + np.kron(np.kron(one, x_op), sx_))
vib = np.linalg.eigvalsh(H)[:4]
rotor = hw ** 2 / (K * rho_trough ** 2)
assert abs(vib[1] - vib[0]) < 1e-6
assert 0.7 < (vib[2] - vib[0]) / rotor < 1.5

kT = const.k * T / eV
def weight(sign, upper):
    return quad(lambda r: r * np.exp(-(0.5 * K * r * r + sign * F * r + E_JT) / kT),
                0, upper, epsabs=1e-14)[0]


Z_low, Z_up = weight(-1, 0.1), weight(1, 0.1)
w_near = lp_results[1][1]
p_near = weight(-1, w_near) / (Z_low + Z_up)
p_up = Z_up / (Z_low + Z_up)

# ---------- printed results ----------
print(f"Linear coupling F = {F:.1f} eV/nm = {F/10:.2f} eV/angstrom")
print(f"Stiffness K = {K:.0f} eV/nm^2; temperature = {T:.0f} K")
print(f"Trough radius = {rho_trough:.4f} nm; E_JT = {E_JT:.4f} eV")
print(f"Long bond change = {2*rho_trough/np.sqrt(12):.5f} nm")
print(f"Short bond change = {-rho_trough/np.sqrt(12):.5f} nm")
print(f"Sheet gap at trough = {gap:.4f} eV")
print(f"det(1 - 120-degree turn) = {det_one_minus_turn:.4f}")
print("Random neural potential, slopes in eV/nm:")
for name, (a, b, c) in slopes.items():
    print(f" {name}: symmetric {a:.4f}, largest e {b:.1e}")
    print(f"  e slope after 0.01 nm predistortion {c:.4f}")
print(f"Sum|r-r0| slopes: right {kink_right:.4f}, left {kink_left:.4f} (no unit)")
print(f"Ligand model: e_sigma = {e_sigma:.2f} eV, power {power}, r0 = {r0:.2f} nm")
print(f"Ligand model F = {F_ligand:.3f} eV/nm")
print("Least possible error of a smooth radial model:")
for L, w, opt, bd in lp_results:
    print(f" L = {L:.0f} eV/nm^2, w = {w:.4f} nm")
    print(f"  linear program {opt:.3f} meV, formula {bd:.3f} meV")
print("Invariant kernel fits (ray to 0.02 nm):")
for length, L, err, bd, fe in fits:
    print(f" width {length:.4f} nm: L = {L:.0f} eV/nm^2")
    print(f"  max error {err:.2f} meV, bound {bd:.2f} meV")
    print(f"  max slope error {fe:.2f} eV/nm")
print("Seven-parameter fits of ligand-field surface:")
print(f" one smooth sheet, max error {err_one:.2f} meV")
print(f" lower root of matrix, max error {err_two:.3f} meV")
print(f" learned cusp slope magnitude {F_learned:.3f} eV/nm")
print("Neglected effects (rough inputs):")
print(f" quadratic coupling {G:.0f} eV/nm^2: barrier {1000*barrier:.2f} meV")
print(f" Morse range parameter {morse_a:.0f} /nm:")
print(f"  shift elongated {1000*shift_long:.2f} meV")
print(f"  shift compressed {1000*shift_short:.2f} meV")
print(f" spin-orbit: zeta {zeta:.2f} eV, splitting {splitting:.1f} eV")
print(f"  scale {1000*spin_orbit:.2f} meV, radius {radius_so:.1e} nm")
print(f" mode mass {mass_u:.0f} u: quantum {1000*hw:.2f} meV")
print(f"  zero-point rms displacement {zpf:.5f} nm")
print(f"  vibronic ground level above trough {1000*(vib[0]+E_JT):.2f} meV")
print(f"  first vibronic spacing {1000*(vib[2]-vib[0]):.2f} meV")
print(f"  rigid-rotor estimate {1000*rotor:.2f} meV")
print(f" thermal energy {1000*kT:.2f} meV")
print(f"  probability lower sheet, rho < {w_near:.4f} nm: {p_near:.2e}")
print(f"  probability upper sheet: {p_up:.2e}")
print("finished without a failed check")
```

It prints:

```
Linear coupling F = 20.0 eV/nm = 2.00 eV/angstrom
Stiffness K = 1000 eV/nm^2; temperature = 450 K
Trough radius = 0.0200 nm; E_JT = 0.2000 eV
Long bond change = 0.01155 nm
Short bond change = -0.00577 nm
Sheet gap at trough = 0.8000 eV
det(1 - 120-degree turn) = 3.0000
Random neural potential, slopes in eV/nm:
 octahedron: symmetric -10.9403, largest e 1.0e-08
  e slope after 0.01 nm predistortion 1.1950
 tris-chelate: symmetric -9.2385, largest e 6.9e-09
  e slope after 0.01 nm predistortion 1.6743
Sum|r-r0| slopes: right 2.3094, left -2.3094 (no unit)
Ligand model: e_sigma = 0.90 eV, power 5, r0 = 0.20 nm
Ligand model F = 19.486 eV/nm
Least possible error of a smooth radial model:
 L = 1000 eV/nm^2, w = 0.0100 nm
  linear program 50.000 meV, formula 50.000 meV
 L = 3000 eV/nm^2, w = 0.0050 nm
  linear program 25.000 meV, formula 25.000 meV
Invariant kernel fits (ray to 0.02 nm):
 width 0.0100 nm: L = 4493 eV/nm^2
  max error 28.06 meV, bound 18.20 meV
  max slope error 19.73 eV/nm
 width 0.0050 nm: L = 10511 eV/nm^2
  max error 12.70 meV, bound 8.69 meV
  max slope error 19.42 eV/nm
 width 0.0025 nm: L = 22463 eV/nm^2
  max error 5.51 meV, bound 4.26 meV
  max slope error 18.82 eV/nm
Seven-parameter fits of ligand-field surface:
 one smooth sheet, max error 46.64 meV
 lower root of matrix, max error 0.244 meV
 learned cusp slope magnitude 19.457 eV/nm
Neglected effects (rough inputs):
 quadratic coupling 30 eV/nm^2: barrier 24.09 meV
 Morse range parameter 20 /nm:
  shift elongated -18.78 meV
  shift compressed 28.18 meV
 spin-orbit: zeta 0.04 eV, splitting 2.0 eV
  scale 0.80 meV, radius 4.0e-05 nm
 mode mass 16 u: quantum 51.11 meV
  zero-point rms displacement 0.00506 nm
  vibronic ground level above trough 26.61 meV
  first vibronic spacing 7.64 meV
  rigid-rotor estimate 6.53 meV
 thermal energy 38.78 meV
  probability lower sheet, rho < 0.0050 nm: 1.23e-03
  probability upper sheet: 5.52e-05
finished without a failed check
```
